# Optimum gain of an electron-injected avalanche photodiode with a noisy amplifier: a numerical check

```python
# Result under test: an electron-injected avalanche photodiode with hole-to-electron
# ionization ratio k = 0.1 has least input-referred noise at mean gain M = 20
# when the one-sided amplifier current-noise density is S_a = 818 q I.
# q: electron charge; I: primary current; F: excess noise factor <G^2>/<G>^2;
# G: random gain; s: path length in units of the mean electron ionization path.
# Input-referred noise density: 2 q I F(M) + S_a / M^2.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(12345)
k = 0.1
noise_ratio = 818.0          # S_a / (q I), the value named in the claim
target_gain = 20.0           # the optimum named in the claim


def excess_noise(gain, ratio=k):
    return ratio * gain + (1 - ratio) * (2 - 1 / gain)


def relative_noise(gain, ratio=k, amplifier=noise_ratio):
    """Input-referred noise density divided by 2 q I."""
    return excess_noise(gain, ratio) + amplifier / (2 * gain**2)


def optimum_gain(amplifier, ratio=k):
    return brentq(lambda g: ratio * g**3 + (1 - ratio) * g - amplifier, 1, 1e5)


def simulate(count, length, ratio, dead=0.0):
    """Follow every carrier; return gains and rms spread of ionization times."""
    gains = np.ones(count)
    position = np.zeros(count)
    elapsed = np.zeros(count)
    owner = np.arange(count)
    is_hole = np.zeros(count, dtype=bool)
    events, time_sum, square_sum = 0, 0.0, 0.0
    while position.size:
        path = dead + rng.exponential(size=position.size) * np.where(
            is_hole, 1 / ratio, 1.0)
        end = position + np.where(is_hole, -path, path)
        hit = (end > 0) & (end < length)
        position, elapsed = end[hit], (elapsed + path)[hit]
        owner, parent_hole = owner[hit], is_hole[hit]
        gains += np.bincount(owner, minlength=count)
        events += position.size
        time_sum += elapsed.sum()
        square_sum += (elapsed**2).sum()
        # The parent continues; a new electron and a new hole start here.
        is_hole = np.concatenate((parent_hole, np.zeros(position.size, bool),
                                  np.ones(position.size, bool)))
        position = np.tile(position, 3)
        elapsed = np.tile(elapsed, 3)
        owner = np.tile(owner, 3)
    spread = np.sqrt(square_sum / events - (time_sum / events)**2)
    return gains, spread


def solve_moments(length, ratio, cells):
    """Solve the branching moment equations in a nonuniform layer."""
    x = (np.arange(cells) + 0.5) / cells
    weight = 0.2 + x**2
    weight *= length / weight.sum()
    s = np.cumsum(weight) - weight / 2
    square = np.ones((cells, cells))
    kernel = (np.triu(square, 1) + ratio * np.tril(square, -1)
              + np.eye(cells) * (1 + ratio) / 2) * weight
    system = np.eye(cells) - kernel
    mean = np.linalg.solve(system, np.ones(cells))
    second = np.linalg.solve(system, mean**2)
    gain = 1 + weight @ mean
    factor = (gain**2 + weight @ second) / gain**2
    return gain, factor, s, mean, second


# Layer strength for the target gain, and tests of gain and excess noise.
end_factor = k + (1 - k) / target_gain
length = -np.log(end_factor) / (1 - k)
gains, time_spread = simulate(200000, length, k)
sim_gain = gains.mean()
sim_factor = (gains**2).mean() / sim_gain**2
assert abs(sim_gain / target_gain - 1) < 0.02      # several sampling errors
assert abs(sim_factor / excess_noise(target_gain) - 1) < 0.05

grid_gain, grid_factor, s, mean, second = solve_moments(length, k, 600)
assert abs(grid_gain / target_gain - 1) < 1e-3
assert abs(grid_factor / excess_noise(target_gain) - 1) < 1e-3
decay = np.exp(-(1 - k) * s)
second_constant = target_gain**2 * ((target_gain - 1) * end_factor - 1)
assert np.allclose(mean, target_gain * decay, rtol=2e-3)
assert np.allclose(second, second_constant * decay
                   + 2 * target_gain**2 * decay**2, rtol=3e-3)

# Shot-noise law from a simulated current, with unit charge and time step.
bins, rate = 2**18, 1.0
arrivals = rng.poisson(rate, bins)
bin_index = np.repeat(np.arange(bins), arrivals)
current = np.bincount(bin_index, weights=rng.choice(gains, bin_index.size),
                      minlength=bins)
spectrum = 2 * np.abs(np.fft.rfft(current - current.mean()))**2 / bins
sim_density = spectrum[1:bins // 20].mean()
law_density = 2 * rate * target_gain**2 * excess_noise(target_gain)
assert abs(sim_density / law_density - 1) < 0.06  # heavy-tailed gain sampling


# Direct minimization with moments from the branching equations.
def grid_noise(strength):
    gain, factor = solve_moments(strength, k, 300)[:2]
    return factor + noise_ratio / (2 * gain**2)


search = minimize_scalar(grid_noise, bounds=(0.5, 2.5), method="bounded",
                         options={"xatol": 1e-7})
direct_optimum = solve_moments(search.x, k, 300)[0]
assert abs(direct_optimum - target_gain) < 0.05
assert abs(optimum_gain(noise_ratio) - target_gain) < 1e-8
scan = np.linspace(1, 60, 20001)
assert np.argmin(relative_noise(scan, amplifier=0.5)) == 0
assert np.argmin(relative_noise(scan, amplifier=2.0)) > 0
slope_signs = np.sign(np.diff(relative_noise(scan)))
assert np.count_nonzero(np.diff(slope_signs)) == 1
cube_root = (noise_ratio / k)**(1 / 3)
large_ratio = 1e8
large_search = minimize_scalar(
    lambda y: relative_noise(np.exp(y), amplifier=large_ratio),
    bounds=(0, 12), method="bounded", options={"xatol": 1e-9})
assert abs(np.exp(large_search.x) / (large_ratio / k)**(1 / 3) - 1) < 1e-3

# Example: round inputs, roughly in the regime of a silicon photodiode.
q = const.e
primary = 10e-9              # A
temperature = 300.0          # K
field = 0.25                 # MV/cm
electron_prefactor = 0.7e6   # 1/cm, rough
electron_scale = 1.2         # MV/cm, rough
hole_scale = 2.0             # MV/cm, rough
alpha = electron_prefactor * np.exp(-electron_scale / field)
width_cm = length / alpha
amplifier_density = noise_ratio * q * primary
resistor = 4 * const.k * temperature / amplifier_density
best = relative_noise(target_gain)
input_density = 2 * q * primary * best


def device(field_value, warming=0.0):
    """Gain denominator, gain and ratio; ionization scales rise 0.1 percent/K."""
    scale = 1 + 0.001 * warming
    a = electron_prefactor * np.exp(-electron_scale * scale / field_value)
    ratio = k * np.exp(-(hole_scale - electron_scale)
                       * (scale / field_value - 1 / field))
    denominator = np.exp(-(1 - ratio) * a * width_cm) - ratio
    return denominator, (1 - ratio) / denominator, ratio


# Effects left out of the ideal model.
breakdown = brentq(lambda f: device(f)[0], field, 0.30)
varying = minimize_scalar(lambda f: relative_noise(*device(f)[1:]),
                          bounds=(0.20, breakdown * 0.9999), method="bounded",
                          options={"xatol": 1e-10})
varying_gain, varying_ratio = device(varying.x)[1:]
warm_gain, warm_ratio = device(field, 10.0)[1:]
warm_noise = relative_noise(warm_gain, warm_ratio)
threshold = 1.8              # eV, rough
dead_nm = threshold / (field * 1e8) * 1e9
dead_gains, _ = simulate(300000, length, k, dead_nm * 1e-7 * alpha)
dead_gain = dead_gains.mean()
dead_factor = (dead_gains**2).mean() / dead_gain**2
dead_error = ((dead_gains**2).std() / (dead_gains**2).mean()
              / np.sqrt(dead_gains.size))
leakage = 100e-9             # A
leak_gain = optimum_gain(noise_ratio + 2 * leakage / primary)
speed = 1e7                  # cm/s, rough, both carriers
transit = width_cm / speed
duration = time_spread / length * transit
bandwidth = 100e6            # Hz
response_loss = (2 * np.pi * bandwidth * duration)**2
gap, mass = 1.1, 0.2         # eV and electron masses, rough
tunnel_exponent = (4 * np.sqrt(2 * mass * const.m_e) * (gap * q)**1.5
                   / (3 * const.hbar * q * field * 1e8))

print(f"Ionization ratio k: {k:.1f}")
print(f"Amplifier density / (q I): {noise_ratio:.0f}")
print(f"Layer strength S: {length:.4f}")
print(f"End factor E: {end_factor:.4f}")
print(f"Second-moment constant C: {second_constant:.1f}")
print(f"Simulated gain: {sim_gain:.2f}")
print(f"Simulated excess noise factor: {sim_factor:.2f}")
print(f"Moment-equation excess noise factor: {grid_factor:.4f}")
print(f"Formula excess noise factor at M=20: {excess_noise(target_gain):.4f}")
print(f"Simulated / predicted shot density: {sim_density / law_density:.3f}")
print(f"Optimum by direct minimization: {direct_optimum:.3f}")
print(f"Optimum from cubic: {optimum_gain(noise_ratio):.4f}")
print(f"Cube-root estimate of optimum: {cube_root:.2f}")
print(f"Wrong optimum, shot density q I: {optimum_gain(2 * noise_ratio):.2f}")
print(f"Primary current: {primary * 1e9:.1f} nA")
print(f"Temperature: {temperature:.0f} K")
print(f"Field: {field:.2f} MV/cm")
print(f"Electron ionization prefactor: {electron_prefactor:.1e} 1/cm")
print(f"Electron field scale: {electron_scale:.1f} MV/cm")
print(f"Hole field scale: {hole_scale:.1f} MV/cm")
print(f"Electron ionization coefficient: {alpha:.0f} 1/cm")
print(f"Layer width: {width_cm * 1e7:.0f} nm")
print(f"Amplifier noise power density: {amplifier_density:.4e} A^2/Hz")
print(f"Amplifier noise amplitude: {np.sqrt(amplifier_density)*1e12:.3f} pA/sqrt(Hz)")
print(f"Resistor with same thermal noise: {resistor / 1e3:.2f} kohm")
print(f"Amplifier part / (2 q I), M=20: {noise_ratio/(2*target_gain**2):.4f}")
for trial in (1, 5, 10, 20, 40):
    print(f"Total noise / (2 q I), M={trial}: {relative_noise(trial):.4f}")
print(f"Noise power reduction from M=1: {relative_noise(1) / best:.2f}")
print(f"Best input noise density: {input_density:.4e} A^2/Hz")
print(f"Best input noise amplitude: {np.sqrt(input_density)*1e12:.4f} pA/sqrt(Hz)")
print(f"Optimum gain with field-dependent k: {varying_gain:.2f}")
print(f"k at that optimum: {varying_ratio:.4f}")
print(f"Breakdown field: {breakdown:.4f} MV/cm")
print(f"Field margin to breakdown: {100 * (breakdown / field - 1):.2f} percent")
print(f"Gain after 10 K warming: {warm_gain:.2f}")
print(f"Noise power after warming / best: {warm_noise / best:.3f}")
print(f"Ionization threshold energy: {threshold:.1f} eV")
print(f"Dead length: {dead_nm:.1f} nm")
print(f"Gain with dead space, same alpha: {dead_gain:.2f}")
print(f"Excess noise factor with dead space: {dead_factor:.3f}")
print(f"Local-model factor at that gain: {excess_noise(dead_gain):.3f}")
print(f"Sampling error of second moment: {100 * dead_error:.1f} percent")
print(f"Unmultiplied leakage: {leakage * 1e9:.0f} nA")
print(f"Optimum gain with leakage: {leak_gain:.2f}")
print(f"Carrier speed: {speed:.0e} cm/s")
print(f"Transit time: {transit * 1e12:.1f} ps")
print(f"Rms spread of ionization times: {duration * 1e12:.1f} ps")
print(f"Signal frequency: {bandwidth / 1e6:.0f} MHz")
print(f"Signal power loss there: {100 * response_loss:.2f} percent")
print(f"Tunnelling gap: {gap:.1f} eV")
print(f"Tunnelling mass: {mass:.1f} electron masses")
print(f"Tunnelling exponent: {tunnel_exponent:.0f}")
print("checks complete")
```

Printed output:

```
Ionization ratio k: 0.1
Amplifier density / (q I): 818
Layer strength S: 2.1456
End factor E: 0.1450
Second-moment constant C: 702.0
Simulated gain: 20.10
Simulated excess noise factor: 3.77
Moment-equation excess noise factor: 3.7550
Formula excess noise factor at M=20: 3.7550
Simulated / predicted shot density: 1.025
Optimum by direct minimization: 20.000
Optimum from cubic: 20.0000
Cube-root estimate of optimum: 20.15
Wrong optimum, shot density q I: 25.27
Primary current: 10.0 nA
Temperature: 300 K
Field: 0.25 MV/cm
Electron ionization prefactor: 7.0e+05 1/cm
Electron field scale: 1.2 MV/cm
Hole field scale: 2.0 MV/cm
Electron ionization coefficient: 5761 1/cm
Layer width: 3724 nm
Amplifier noise power density: 1.3106e-24 A^2/Hz
Amplifier noise amplitude: 1.145 pA/sqrt(Hz)
Resistor with same thermal noise: 12.64 kohm
Amplifier part / (2 q I), M=20: 1.0225
Total noise / (2 q I), M=1: 410.0000
Total noise / (2 q I), M=5: 18.4800
Total noise / (2 q I), M=10: 6.8000
Total noise / (2 q I), M=20: 4.7775
Total noise / (2 q I), M=40: 6.0331
Noise power reduction from M=1: 85.82
Best input noise density: 1.5309e-26 A^2/Hz
Best input noise amplitude: 0.1237 pA/sqrt(Hz)
Optimum gain with field-dependent k: 19.48
k at that optimum: 0.0998
Breakdown field: 0.2578 MV/cm
Field margin to breakdown: 3.10 percent
Gain after 10 K warming: 14.84
Noise power after warming / best: 1.055
Ionization threshold energy: 1.8 eV
Dead length: 72.0 nm
Gain with dead space, same alpha: 12.98
Excess noise factor with dead space: 2.867
Local-model factor at that gain: 3.029
Sampling error of second moment: 0.7 percent
Unmultiplied leakage: 100 nA
Optimum gain with leakage: 20.16
Carrier speed: 1e+07 cm/s
Transit time: 37.2 ps
Rms spread of ionization times: 68.1 ps
Signal frequency: 100 MHz
Signal power loss there: 0.18 percent
Tunnelling gap: 1.1 eV
Tunnelling mass: 0.2 electron masses
Tunnelling exponent: 141
checks complete
```
